Angular Dependence of Transmission Between Half-Metallic Chains: When the Cosine Fails

Suppose a transport calculation for a spin valve has given the transmission at two angles, magnetizations parallel and antiparallel. The practical decision is whether to fill in the other angles with a cosine or to compute each one. For half-metallic single-band chains at the band centre, with the minority states far above in energy, the answer depends on one number, the squared ratio of the joining hopping to the chain hopping. If it is 0.01, the cosine is good to about 2 %. If it is 0.25, the true curve lies above the cosine by 23 % of the cosine value at 90°, and by a larger percentage at larger angles short of 180°.

**1. One spin, one weak bond**

Start without spin. Sites n ≤ 0 form the left chain and sites n ≥ 1 the right one. Each site has one orbital at energy zero, neighbours are coupled by −t, and sites 0 and 1 are coupled by −t_b, with 0 < t_b ≤ t. The electron is independent and coherent, and its energy is conserved. Inside a chain

E ψ(n) = −t ψ(n−1) − t ψ(n+1),

so a wave e^{ikn} has E = −2t cos k. For 0 < k < π its velocity is positive, proportional to sin k.

Let φ_L be the left bulk solution, continued by the bulk equation to site 1. At site 0 there are then two statements:

E φ_L(0) = −t φ_L(−1) − t φ_L(1)  (continuation)
E φ_L(0) = −t φ_L(−1) − t_b φ_R(1)  (actual bond)

Subtracting them, and doing the same at site 1, gives the matching conditions

t φ_L(1) = t_b φ_R(1), t φ_R(0) = t_b φ_L(0).

For a wave arriving from the left, take

φ_L(n) = e^{ikn} + r e^{−ikn}, φ_R(n) = s e^{ik(n−1)}.

With p = t_b/t the conditions become

e^{ik} + r e^{−ik} = p s
s e^{−ik} = p (1 + r).

At the band centre E = 0, k = π/2 and e^{ik} = i. The second equation gives s = ip(1 + r). The first reads i(1 − r) = ps = ip²(1 + r), so 1 − r = p²(1 + r). Hence

r = (1 − p²)/(1 + p²), s = 2ip/(1 + p²).

Both chains have the same velocity, so the transmission is T = |s|². With a = p² = (t_b/t)²,

T = 4a/(1 + a)².

Limits: a = 1 restores the uniform chain and T = 1; a → 0 gives T ≈ 4a. Current is conserved, since (1 − a)² + 4a = (1 + a)².

**2. Turning one magnetization**

Now give each site two spin states. The local majority state stays at energy zero and the local minority state lies at Δ. The left magnetization points along z and the right one is turned by θ. The bond conserves spin. The minority band starts at Δ − 2t, so at E = 0 each chain is half-metallic if Δ > 2t: minority electrons can enter it only as decaying waves. Their decay factor per site, 0 < λ < 1, satisfies

E = Δ − t(λ + 1/λ).

Write c = cos(θ/2) and m = sin(θ/2). The majority and minority spinors are (1, 0) and (0, 1) on the left, (c, m) and (−m, c) on the right. The left wave gains a minority part b λ^{−n} and the right wave a minority part f λ^{n−1}. The matching conditions now hold for spinors. Projecting the first on the left spinors and the second on the right spinors gives

e^{ik} + r e^{−ik} = p(c s − m f)  (1)
b/λ = p(m s + c f)  (2)
s e^{−ik} = p[c(1 + r) + m b]  (3)
f/λ = p[−m(1 + r) + c b]  (4)

Decaying waves carry no current, so |r|² + |s|² = 1 and both r and s stay bounded. As Δ/t → ∞, λ ≈ t/Δ → 0, and equations (2) and (4) force b and f to vanish in proportion to λ. What remains is

e^{ik} + r e^{−ik} = q s, s e^{−ik} = q(1 + r), q = p cos(θ/2).

This is the spinless problem with p replaced by q. At the band centre, therefore,

T = 4x/(1 + x)², x = (t_b/t)² cos²(θ/2).

The linear-response conductance at zero temperature is G = (e²/h)T, with one spin channel. At θ = 0 the spinless result returns; at θ = π the overlap vanishes and T = 0. Since dT/dx = 4(1 − x)/(1 + x)³ is not negative for x ≤ 1, turning the magnetization away from parallel lowers T steadily.

The projection was tested with wave packets on a 600-site chain carrying both spin states in one fixed spin frame, with Δ = 400t. For t_b = 0.5t and θ = 90° the packet transmitted 0.3950, against 0.3951 from the formula. For t_b = t and θ = 120° the values were 0.6399 and 0.6400.

**3. Where the cosine comes from, and what spoils it**

Let C = cos²(θ/2) = (1 + cos θ)/2, so x = aC. The simple cosine law, anchored at the parallel value, says T(θ)/T(0) = C. It would follow if T were proportional to x.

To see what breaks the proportionality, write the band-centre equations in terms of the amplitude on site 0, A = 1 + r. The second gives s = iqA. In the first, i(1 − r) = i(2 − A) = qs, so

A = 2 + iq s, s = iq A.

With the bond cut, A = 2. A crossing to the right multiplies the amplitude by iq, and so does a crossing back. One extra round trip contributes (iq)² = −x. For x < 1, repeated substitution gives

s = 2iq(1 − x + x² − …) = 2iq/(1 + x).

A single crossing yields T₁ = 4x = 4aC, which is linear in cos θ. The extra round trips depend on angle themselves, and they oppose the direct amplitude most strongly when the moments are parallel. They depress T(0) more than T at larger angles, so the normalized curve lies above the cosine.

At t_b = 0.5t and θ = 0 the single-crossing value is 4 × 0.25 = 1.00, while the full result is 0.64. A separate calculation with lead Green functions, using a level broadening of 0.001t, gave 0.997 and 0.638. At 90° it gave 0.4985 for one crossing, half the parallel value as the cosine requires, and 0.394 with all crossings.

**4. A criterion for the cosine**

Dividing T(θ) by T(0) = 4a/(1 + a)² gives

T(θ)/T(0) = C F, F = [(1 + a)/(1 + aC)]².

F − 1 is the error relative to the cosine value. It is zero at θ = 0 and grows as C falls. At θ = π both T and C vanish, but their ratio has the limit F = (1 + a)². The relative error therefore stays below a chosen ε at all angles if

(1 + a)² − 1 ≤ ε, or a ≤ √(1 + ε) − 1.

For ε = 0.05 this means a ≤ 0.0247, or t_b ≤ 0.157t. The rule belongs to the band centre and the half-metal limit.

For small a, F ≈ 1 + 2a(1 − C). The absolute excess of the normalized curve is then

T(θ)/T(0) − C ≈ 2aC(1 − C),

which is largest at C = 1/2, that is at 90°, where it equals a/2. The relative error is largest near antiparallel alignment, where the current is small; the absolute error is largest near 90°.

The region near θ = 0 offers a second limit. From the formula for T,

d ln T/d ln x = 1 − 2x/(1 + x) = (1 − x)/(1 + x).

Since ln C ≈ −θ²/4 for small θ in radians,

T(θ)/T(0) ≈ 1 − [(1 − a)/(1 + a)] θ²/4.

The cosine law would have the coefficient 1/4 alone. As a approaches 1 the quadratic term disappears. For a = 1, with 1 − C ≈ θ²/4 and 1 + C ≈ 2,

1 − T = [(1 − C)/(1 + C)]² ≈ θ⁴/64.

The uniform chain has a flat top: T is still 0.98 at 60° and 0.89 at 90°, where the cosine law gives 0.75 and 0.50.

**5. Away from the band centre**

Keep the half-metal limit but allow any k. Inserting s = q e^{ik}(1 + r) into the first equation gives

e^{ik} + r e^{−ik} = x e^{ik}(1 + r),
r = (x − 1)e^{ik}/(e^{−ik} − x e^{ik}),
1 + r = −2i sin k/(e^{−ik} − x e^{ik}).

Then |s|² = x|1 + r|², or

T = 4x sin²k/(1 − 2x cos 2k + x²).

At k = π/2, cos 2k = −1 and the earlier result returns. To first order in a,

T(θ)/T(0) ≈ C[1 − 2a(1 − C) cos 2k].

The departure thus depends on energy. Its first-order part vanishes at |E| = √2 t, where cos 2k = 0, and changes sign beyond. The cosine may fit better there for a given bond, but this does not show that the bond is weak.

**6. A finite minority gap**

At energy E, half-metallicity needs only Δ > 2t + E, whereas section 2 used Δ/t → ∞. For finite Δ, keep b and f. With z = e^{ik} and A = 1 + r, the left side of (1) is A/z + 2i sin k. Equations (3) and (4) give

s = pz(cA + mb), f = pλ(−mA + cb).

Insert these in (1) and (2):

A/z + 2i sin k = a[(c²z + m²λ)A + cm(z − λ)b]
b/λ = a[cm(z − λ)A + (m²z + c²λ)b].

Define W = 1/λ − a(m²z + c²λ). The second line becomes b = acm(z − λ)A/W. In s this produces the combination W + am²(z − λ) = 1/λ − aλ, because c² + m² = 1. So

s = pzcA(1/λ − aλ)/W.

The first line gives A = −2i sin k · W/D, with

D = [1/z − a(c²z + m²λ)]W − a²c²m²(z − λ)².

In D the terms in a² add up to a²zλ(c² + m²)² = a²zλ. Multiplying by λ and writing S = m² = 1 − C,

λD = 1/z − a(2Sλ + Cλ²/z + Cz) + a²zλ²,
T = 4aC sin²k (1 − aλ²)²/|λD|².

At the band centre, z = i and

T = 4aC(1 − aλ²)² / {[1 + aC − aλ²(a + C)]² + 4a²S²λ²}.

Limits: λ → 0 gives 4x/(1 + x)². At θ = 0 the square bracket is (1 + a)(1 − aλ²), so λ cancels and T = 4a/(1 + a)². At θ = π, C = 0 and T = 0: collinear spins do not mix, and the far side has no propagating state for the arriving spin.

At the centre the correction starts at λ². Elsewhere it can start at λ, because the real part of λD contains (1 − aC)cos k − 2aSλ, whose square has a term linear in λ. For E > 0, cos k is negative, the two parts add, and T falls.

A packet with Δ = 3t, t_b = 0.9t and θ = 100° at the centre transmitted 0.6721, against 0.6724 from this formula. With Δ = 5t and k = 0.7π the values were 0.5155 and 0.5156.

**7. Shifted levels at the contact**

A disturbed bond may also shift the levels of sites 0 and 1 by an energy w. In the half-metal limit, with u = w/t, the matching conditions gain one term each:

φ_L(1) = q s − uA, φ_R(0) = qA − u s.

Here φ_L and φ_R denote the majority amplitudes. At the band centre φ_L(1) = 2i − iA and φ_R(0) = −is, so

(u − i)A = qs − 2i, (u − i)s = qA.

Eliminating A gives [(u − i)² − q²]s = −2iq. Since (u − i)² = u² − 1 − 2iu,

T = 4x/[(1 + x − u²)² + 4u²].

Setting u = 0 recovers the unshifted case. For u = 0.5, t_b = 0.5t and θ = 90° the packet gave 0.2833 and the formula 0.2832.

**8. Numbers for two contacts**

Take t = 0.4 eV and Δ = 2.5 eV, and compare t_b = 0.20 eV with t_b = 0.04 eV, all else fixed. The ideal band-centre formula is used first.

For the strong contact a = (0.20/0.4)² = 0.25. In the parallel state

T(0) = 4 × 0.25/1.25² = 0.640,
G = 38.74 µS × 0.640 = 24.8 µS.

At 90°, C = 0.5 and x = 0.125, so

T = 0.5/1.125² = 0.395, G = 15.3 µS.

The ratio to the parallel value is 0.617 instead of 0.500. At 120° it is 0.346 instead of 0.250, and at 150° it is 0.101 instead of 0.067. The conductance falls to half its parallel value at 103°, not 90°. The largest absolute excess is 0.118 at 95°, close to the small-a estimate a/2 = 0.125 at 90°.

For the tunnel contact a = 0.01 and T(0) = 0.04/1.01² = 0.0392, or 1.52 µS. At 90° the ratio is 0.505. The relative error cannot exceed 1.01² − 1 = 2.0 %, so interpolation is adequate within this model. With t = 0.4 eV the 5 % criterion allows t_b up to 0.0629 eV.

The effects left out of the ideal formula can be sized for the strong contact, singly except where two are named together. The ideal ratio T(90°)/T(0) is 0.617.

- Finite Δ at the band centre: λ = 0.164 and the ratio is 0.614.
- Band filling of 0.7 electron per site: k = 0.7π, E = 0.47 eV and T(0) = 0.538. The ratio is 0.557.
- The same filling with finite Δ: λ = 0.205 and the ratio is 0.525. The gap matters more here because its correction is linear in λ.
- Level shift w = 0.1 eV: T(0) = 0.602 and the ratio is 0.602.
- Thermal smearing at 300 K: T(0) = 0.639 and the ratio stays at 0.617. This averages T(E) with the weight −df/dE, where f is the Fermi function, holding the magnetic order and all parameters fixed. Smearing is weak because kT = 0.026 eV is small beside the 0.8 eV half-width of the band. The weight is symmetric about the Fermi level, so the first correction is of order (kT)².

The perfect off state is more fragile. Suppose the angle between the moments departs from its intended value by a random δ with rms value δ₀ = 10°, built from two equal Gaussian components and static during transit. Near antiparallel alignment x = a sin²(δ/2) ≈ aδ²/4, so T ≈ aδ² and its average is about

a δ₀² = 0.25 × 0.1745² = 0.0076.

The full average is 0.0075, against 0.637 in the parallel state. The on/off ratio, infinite in the ideal model, drops to about 85.

**9. Beside a real contact**

The chosen t and Δ are rough values in the regime of lanthanum-strontium manganites, whose carriers are strongly spin polarized at low temperature; the two values of t_b are choices, not material data. A filling of 0.7 corresponds to about 30 % hole doping if a single band holds all the carriers. Real manganites have two e_g orbitals and a three-dimensional Fermi surface, so the band-centre formula does not describe the whole contact. Within the chain model, single-band filling 0.7 and the finite gap together move the 90° ratio from 0.617 to 0.525, much closer to the cosine although the bond is unchanged. A nearly cosine curve is therefore not proof of weak coupling. The value 0.525 is not a prediction for a manganite: shared between two orbitals, 0.7 electron fills only 35 % of the majority states, the Fermi level lies below the band centre, and the term linear in λ changes sign. At k = 0.35π the formula of section 6 gives 0.595. The conductances above are for one channel; a junction of finite area sums many, with different longitudinal energies. Room temperature lies not far below the magnetic ordering temperature of these materials, so loss of spin order there should matter far more than the smearing computed here. Interactions and inelastic spin flips are also outside the model, and their effect is not estimated. For such a contact, at least one intermediate angle should be computed before the cosine is used between collinear results. Disagreement there rules the cosine out, but agreement at one angle does not secure the others: the formula of section 5 meets the cosine exactly at 90° when cos 2k = 3a/4, yet lies below it at larger angles short of 180°. Within this model the check can be omitted if the coupling is known to be weak for all channels that carry appreciable current and no level at the contact is near resonance. With a finite gap, weak is a stricter demand than in section 4: near the top of the band the relative error approaches 2a(1 + λ)² for small a, which for Δ = 6.25t is about 3 % at a = 0.01 and more than 7 % at a = 0.0247. The remaining angles and test values are in the numerical output.

Numbers as computed

```
Wave packet on full spinor chain | derived formula (T)
  centre, t_b/t=0.5, 90 deg: 0.3950 | 0.3951
  centre, t_b/t=1.0, 120 deg: 0.6399 | 0.6400
  k=0.7pi, t_b/t=0.5, 60 deg: 0.4263 | 0.4265
  centre, Delta=3t, t_b/t=0.9, 100 deg: 0.6721 | 0.6724
  k=0.7pi, Delta=5t, t_b/t=0.9, 100 deg: 0.5155 | 0.5156
  centre, u=0.5, t_b/t=0.5, 90 deg: 0.2833 | 0.2832
Lead Green functions, t_b/t=0.5: one crossing | all crossings (T)
  0 deg: 0.99700 | 0.63834
  90 deg: 0.49850 | 0.39396
  175 deg: 0.00190 | 0.00190
T(175)/[T(0) C] = 1.5604; limit (1+a)^2 at 180 deg = 1.5625
Inputs: t = 0.4 eV, Delta = 2.5 eV, Delta/t = 6.25
e^2/h = 38.740 uS; majority band half-width = 0.80 eV
Strong contact: t_b = 0.20 eV, a = 0.2500
  angle(deg)  C  x  T  G(uS)  T/T(0)
    0  1.0000  0.25000  0.64000  24.7939  1.0000
   60  0.7500  0.18750  0.53186  20.6043  0.8310
   90  0.5000  0.12500  0.39506  15.3049  0.6173
  120  0.2500  0.06250  0.22145  8.5792  0.3460
  150  0.0670  0.01675  0.06480  2.5103  0.1012
  largest T/T(0)-C = 0.1181 at 94.9 deg; T/T(0)=1/2 at 103.4 deg
  relative error limit (1+a)^2-1 = 56.25 %
Tunnel contact: t_b = 0.04 eV, a = 0.0100
  angle(deg)  C  x  T  G(uS)  T/T(0)
    0  1.0000  0.01000  0.03921  1.5191  1.0000
   60  0.7500  0.00750  0.02956  1.1450  0.7537
   90  0.5000  0.00500  0.01980  0.7671  0.5050
  120  0.2500  0.00250  0.00995  0.3855  0.2538
  150  0.0670  0.00067  0.00268  0.1037  0.0682
  largest T/T(0)-C = 0.0050 at 90.2 deg; T/T(0)=1/2 at 90.6 deg
  relative error limit (1+a)^2-1 = 2.01 %
Cosine law within 5 % at all angles: a <= 0.0247, t_b/t <= 0.157, t_b <= 0.0629 eV
Uniform chain a=1: T(60) = 0.9796, T(90) = 0.8889
lam at centre = 0.1643; filling 0.7: E = 0.470 eV, lam = 0.2054
Strong contact, neglected effects: T(0)  T(90)  T(90)/T(0)
  ideal: 0.6400  0.3951  0.6173
  finite Delta: 0.6400  0.3927  0.6137
  filling 0.7: 0.5378  0.2994  0.5568
  filling 0.7 + finite Delta: 0.5378  0.2823  0.5249
  77 K: 0.6399  0.3950  0.6172
  300 K: 0.6392  0.3942  0.6168
  end shift 0.1 eV: 0.6024  0.3626  0.6020
Tilt 10 deg rms: T parallel = 0.6371, T antiparallel = 0.00752, on/off ratio = 84.7
```
